# Bond Charges and the Flat Transverse-Acoustic Branches of Silicon and Germanium

Two model crystals carry transverse sound at the same velocity, $2.739\times10^{-3}$ atomic units (5991 m/s), and have the same mass density along the wave. At the zone boundary one vibrates at 8.32 THz, the other at 4.16 THz. The first is a Keating crystal, in which all forces act between atoms through bond lengths and bond angles. The second is a chain in which massless charges sit on the bonds. How can a crystal with massless charges be as stiff as the first for long waves and yet vibrate at half the frequency at the zone boundary?

The question matters because silicon and germanium resemble the second model. Their transverse-acoustic (TA) branches leave the zone centre with a respectable slope and then bend over into a low, flat stretch.

## A measure of flatness

Let $d$ be the repeat length along the wave, $q$ the wavevector, $\phi=qd$ the phase advance per repeat, $c$ the sound velocity and $\omega_B$ the frequency at $\phi=\pi$. Define

$$R=\frac{\omega_B}{2c/d}.$$

A chain of equal masses $m$ with nearest-neighbour springs $K$ has $m\omega^2=4K\sin^2(\phi/2)$. Then $mc^2=Kd^2$ and $m\omega_B^2=4K$, so $R=1$. A value below 1 means that the boundary is softer than the elastic slope would suggest to such a chain. Along [001], silicon has $R$ of roughly two thirds and germanium roughly 0.6; these are rough sizes taken from measurement, not results derived here.

All motion below is harmonic. Hartree atomic units are used, with spring constants in Ha/bohr$^2$. A transverse "spring" stands for the resistance of lattice planes to sliding over one another. It does not describe an isolated string, which could rotate freely without any restoring force.

## What the Keating model does along [001]

The Keating energy assigns to each bond vector $\mathbf r$ and each pair of bonds $\mathbf r_i,\mathbf r_j$ at a common atom

$$E_{\rm bond}=\frac{3\alpha}{8r_0^2}(r^2-r_0^2)^2,\qquad E_{\rm angle}=\frac{3\beta}{8r_0^2}\left(\mathbf r_i\cdot\mathbf r_j+\frac{r_0^2}{3}\right)^2 .$$

The (001) planes of diamond are spaced by $b=d/2$, and $r_0^2=3b^2$. An atom of the first sublattice has two upward bonds, $b(1,1,1)$ and $b(-1,-1,1)$, and two downward bonds, $b(1,-1,-1)$ and $b(-1,1,-1)$. On the second sublattice all four are reversed.

Let each plane move rigidly along $\mathbf p=(1,1,0)/\sqrt2$. A twofold axis along [001] separates transverse from longitudinal motion, and a mirror plane containing $\mathbf p$ and [001] separates $\mathbf p$ from the other transverse direction. We may therefore treat this polarization alone.

The upward bonds of a first-sublattice atom have $\mathbf r\cdot\mathbf p=\pm\sqrt2\,b$; the downward bonds have $\mathbf r\cdot\mathbf p=0$. Successive planes are thus joined alternately by two kinds of link.

*The strong link.* If its two planes are displaced relative to each other by $\Delta$, then to first order $r^2-r_0^2=2\Delta\,\mathbf r\cdot\mathbf p$. Each bond costs

$$\frac{3\alpha}{8\cdot3b^2}\,4\Delta^2\,(2b^2)=\alpha\Delta^2 .$$

There are two such bonds per atom of a plane, giving $2\alpha\Delta^2=\tfrac12(4\alpha)\Delta^2$.

*The weak link.* Its bonds are perpendicular to $\mathbf p$ and do not stretch to first order. The angles do change, by $\delta(\mathbf r_i\cdot\mathbf r_j)=\mathbf r_i\cdot\boldsymbol\delta_j+\mathbf r_j\cdot\boldsymbol\delta_i$, where $\boldsymbol\delta$ is the change of a bond vector. For one bond $i$ of the strong link and one bond $j$ of the weak link, the second term vanishes because $\mathbf r_j\cdot\mathbf p=0$. The first is $\pm\sqrt2\,b\Delta$, with $\Delta$ the slip across the weak link. Each such angle costs $3\beta(2b^2\Delta^2)/(24b^2)=\beta\Delta^2/4$. There are four of them at each atom, and atoms at both ends of the link contribute, so the total is $2\beta\Delta^2=\tfrac12(4\beta)\Delta^2$.

The two remaining angles cost nothing. Between the two strong bonds the terms $+\sqrt2\,b\Delta$ and $-\sqrt2\,b\Delta$ cancel; between the two weak bonds both terms are zero.

The three-dimensional crystal has become a chain of planes with alternating springs $A=4\alpha$ and $B=4\beta$. With $M$ the atomic mass and $u,w$ the amplitudes of the two planes in a repeat,

$$(A+B-M\omega^2)u=(A+Be^{-i\phi})w,\qquad (A+B-M\omega^2)w=(A+Be^{i\phi})u .$$

Multiplying the two equations and taking the lower root gives

$$M\omega^2=A+B-\sqrt{A^2+B^2+2AB\cos\phi}.$$

This was tested against second differences of the full nonlinear energy, for three pairs $(\alpha,\beta)$.

At small $\phi$ the square root is $\sqrt{(A+B)^2-AB\phi^2}\approx A+B-AB\phi^2/[2(A+B)]$. Hence

$$Mc^2=\frac{d^2AB}{2(A+B)}=\frac{2d^2\alpha\beta}{\alpha+\beta}.$$

At $\phi=\pi$ the root is $|A-B|$. For $\beta<\alpha$, the usual covalent ordering, $M\omega_B^2=2B=8\beta$, and

$$R^2=\frac{M\omega_B^2d^2}{4Mc^2}=\frac{8\beta(\alpha+\beta)}{8\alpha\beta}=1+\frac{\beta}{\alpha}.$$

If instead $\beta>\alpha$, the two constants exchange roles. In either case $R>1$ for positive constants. The Keating model does not merely get the flatness wrong by some amount: along this branch it lies on the wrong side of 1, and no refitting of $\alpha$ and $\beta$ can cure that.

The reason is visible in the boundary mode. Inserting $M\omega^2=2B$ at $\phi=\pi$ gives $u=w$: two planes joined by a strong link move together, against the next such pair. Only bending resists. But bending also controls the slope, since $\alpha\beta/(\alpha+\beta)$ tends to $\beta$ when $\alpha\gg\beta$. Softening $\beta$ to lower the boundary softens the sound wave with it.

For $\alpha=0.03$, $\beta=0.01$, $M=50000$ and $d=5$ bohr,

$$c=5\sqrt{\frac{0.015}{50000}}=2.739\times10^{-3},\qquad \omega_B=\sqrt{\frac{0.08}{50000}}=1.265\times10^{-3},$$

and $R=\sqrt{4/3}=1.155$.

## A chain with charges on its bonds

Weber's idea is to give the electrons in the bonds coordinates of their own. Let ion $n$ have displacement $u_n$ and mass $m$. Midway between ions $n$ and $n+1$ sits a bond charge with displacement $v_n$. The energy is

$$E=\tfrac12\sum_n\Big[k_0(u_{n+1}-u_n)^2+g(v_n-u_n)^2+g(u_{n+1}-v_n)^2+h(v_{n+1}-v_n)^2\Big].$$

Here $k_0$ couples ions directly, $g$ ties a charge to its two ions, and $h$ couples neighbouring charges. We take $g>0$ and $h\ge0$. The constant $h$ resists the sliding of neighbouring charges past one another. It is a parameter of the model and is not derived from bond-angle forces, which depend on the position of the atom between the charges as well as on the charges themselves.

"Adiabatic" means that the charges have no inertia: at each instant they sit where the force on them vanishes,

$$g(2v_n-u_n-u_{n+1})+h(2v_n-v_{n+1}-v_{n-1})=0 .$$

Write $u_n=u\,e^{in\phi}$, $v_n=v\,e^{i(n+1/2)\phi}$ and $s=\sin^2(\phi/2)$. The first bracket becomes $2v-2u\cos(\phi/2)$, the second $2v(1-\cos\phi)=4sv$. Therefore

$$\frac vu=\frac{g\cos(\phi/2)}{g+2hs}.$$

The equation of motion of an ion is $m\omega^2u=4k_0su+2gu-2g\cos(\phi/2)\,v$. Inserting $v$ and using $\cos^2(\phi/2)=1-s$,

$$m\omega^2=4k_0s+2g\,\frac{(g+2hs)-g(1-s)}{g+2hs}
=4k_0s+\frac{2gs(g+2h)}{g+2hs}.$$

The two ends of the branch follow. For small $\phi$, $s\approx\phi^2/4$ and the denominator tends to $g$; at the boundary $s=1$ and the factor $g+2h$ cancels:

$$mc^2=d^2\left(k_0+\frac g2+h\right),\qquad m\omega_B^2=4k_0+2g .$$

The coupling $h$ is present in the slope and absent from the boundary frequency, so

$$R^2=\frac{k_0+g/2}{k_0+g/2+h}.$$

The direct coupling $k_0$ may be negative, as long as the chain is stable. Dividing $m\omega^2$ by $4s$ leaves $k_0+g(g+2h)/[2(g+2hs)]$, which does not increase with $s$. Its smallest value, at $s=1$, is $k_0+g/2$, and stability requires this to be positive. Within that condition $R$ can take any value between 0 and 1, reaching 1 at $h=0$.

## Why the charges stop helping

How strongly does $h$ stiffen a given wave? Differentiating the dispersion relation,

$$m\frac{\partial\omega^2}{\partial h}
=2gs\,\frac{2(g+2hs)-2s(g+2h)}{(g+2hs)^2}
=\frac{4g^2s(1-s)}{(g+2hs)^2}=4s\left(\frac vu\right)^2 .$$

The right-hand side is the squared stretch of a charge–charge spring per unit ion amplitude. The charges do readjust when $h$ changes, but they sit at a minimum of the energy, so to first order their readjustment costs nothing.

In a long wave each charge travels with its ions, $v/u\to1$, and $h$ is strained like everything else. At the boundary each charge lies between two ions moving oppositely by equal amounts. The pulls cancel and the charge stays at rest. Neighbouring charges are all at rest, so the springs between them are idle however stiff they are. The ions then vibrate against a motionless lattice of charges, held by two springs $g$ each and by $k_0$.

To compare with the Keating crystal, let each chain ion stand for a pair of atoms, because pairs of planes move together in the Keating boundary mode. Then $m=2M=100000$. With $k_0=0$ and $g=h=0.02$ the elastic stiffness is $0.01+0.02=0.03$, and

$$c=5\sqrt{\frac{0.03}{100000}}=2.739\times10^{-3},\qquad
\omega_B=\sqrt{\frac{0.04}{100000}}=6.325\times10^{-4}.$$

The velocity was matched by this choice of constants; the boundary frequency is half the Keating value, and $R=\sqrt{1/3}=0.577$. Along the branch the charges fall behind:

| $qd/\pi$ | Keating $\omega$ ($10^{-4}$) | chain $\omega$ ($10^{-4}$) | $v/u$ | energy in $h$ |
|---|---|---|---|---|
| 0.02 | 0.344 | 0.344 | 0.998 | 0.665 |
| 0.25 | 4.253 | 3.687 | 0.715 | 0.440 |
| 0.50 | 8.186 | 5.477 | 0.354 | 0.167 |
| 0.75 | 11.316 | 6.151 | 0.141 | 0.036 |
| 1.00 | 12.649 | 6.325 | 0.000 | 0.000 |

The last column is the fraction of the potential energy stored in the charge–charge springs, $4hs(v/u)^2/(m\omega^2)$. Halfway to the boundary, for instance, it is $4(0.02)(0.5)(0.354)^2/0.03=0.167$. Two thirds of the stiffness of the sound wave comes from $h$, and this contribution is withdrawn as $q$ grows. Over the outer half of the zone the chain frequency rises by 15%, the Keating frequency by 55%.

Changing $h$ alone makes the decoupling plain. As $h$ goes from 0 to 0.04, the velocity rises from $1.581\times10^{-3}$ to $3.536\times10^{-3}$, while $\omega_B$ stays at $6.325\times10^{-4}$ and $R$ falls from 1 to 0.447.

The limit $h\gg g$ shows the plateau at its clearest. With $k_0=0$, as soon as $2hs\gg g$ the dispersion relation gives $m\omega^2\approx2g$. The charge lattice is then so stiff that it refuses to follow all but the longest waves, and the ions behave as nearly independent oscillators.

## The same physics seen by the ions alone

Since the charges have no dynamics of their own, they can be eliminated in favour of springs $K_n$ between $n$th-neighbour ions. Such springs contribute $\sum_{n\ge1}2K_n(1-\cos n\phi)$ to $m\omega^2$. To find them, use $2hs=h(1-\cos\phi)$ and write the charge part of the dispersion relation as

$$\frac{2gs(g+2h)}{g+2hs}=\frac{g(g+2h)}{h}\left[1-\frac{g}{g+h-h\cos\phi}\right].$$

Let $D=\sqrt{g^2+2gh}$ and $\lambda=(g+h-D)/h$. Since $(g+h)^2-D^2=h^2$, we have $1/\lambda=(g+h+D)/h$. Thus $\lambda+1/\lambda=2(g+h)/h$ and $1/\lambda-\lambda=2D/h$. The geometric series

$$1+2\sum_{n\ge1}\lambda^n\cos n\phi=\frac{1-\lambda^2}{1+\lambda^2-2\lambda\cos\phi}$$

has, after division of numerator and denominator by $\lambda$, the value $D/(g+h-h\cos\phi)$. Comparing coefficients of $\cos n\phi$ gives $2K_n=2g^2(g+2h)\lambda^n/(hD)$, and with $D^2=g(g+2h)$

$$K_n=\frac{gD}{h}\,\lambda^n ,$$

to which $k_0$ is added for $n=1$.

In the example $\lambda=0.268$, and the first four springs are 9.28, 2.49, 0.67 and 0.18 in units of $10^{-3}$. They decay quickly, but the slope weights them by $n^2$, because $1-\cos n\phi\approx n^2\phi^2/2$. Their shares of the elastic stiffness are 0.31, 0.33, 0.20 and 0.10: the second neighbour matters slightly more than the first. At the boundary $1-\cos n\pi$ vanishes for even $n$ and equals 2 for odd $n$, so the even neighbours drop out and the odd ones lose their $n^2$ weight. In this language the chain has $R<1$ because its forces reach beyond nearest neighbours, and as $h/g$ grows $\lambda$ approaches 1 and the range increases.

Would one extra spring do as well? Take ions with springs $K_1$ and $K_2$ only. Since $\sin^2\phi=4s(1-s)$,

$$m\omega^2=4K_1s+4K_2\sin^2\phi=4\left[(K_1+4K_2)s-4K_2s^2\right].$$

The elastic stiffness is $K_1+4K_2$, the boundary value is $4K_1$, and $R^2=K_1/(K_1+4K_2)$. So any $R$ between 0 and 1 can be matched. But the bracket has its maximum at $s^*=(K_1+4K_2)/(8K_2)=1/[2(1-R^2)]$, which lies inside the zone when $R^2<\tfrac12$. The peak then exceeds the boundary by

$$\frac{\omega_{\rm max}^2}{\omega_B^2}=\frac{(K_1+4K_2)^2}{16K_1K_2}=\frac{1}{4R^2(1-R^2)} .$$

For the example, $K_1=0.010$ and $K_2=0.005$ produce a hump 6% above the boundary frequency, at $qd/\pi=0.667$. The size of the hump depends strongly on $R$: the formula gives about 4% in frequency for $R=0.6$, the rough value for germanium, but only about 1% or less for $R$ near $2/3$, the rough value for silicon, where it could hardly be told from a plateau. The bond-charge branch has none for $k_0\ge0$, because $s/(g+2hs)$ has the positive derivative $g/(g+2hs)^2$. A negative $k_0$ can bring a hump back: the slope $\partial(m\omega^2)/\partial s$ is smallest at $s=1$, where it equals $4k_0+2g^2/(g+2h)$, and this is negative for stable chains with $-g/2<k_0<-g^2/[2(g+2h)]$.

## Does the neglected inertia matter?

Giving each charge the mass of two electrons changes the frequencies of the example by at most $1\times10^{-5}$ of their adiabatic values. That is the expected size. In a long wave the charge rides along and the moving mass grows from $m$ to $m+2$, which lowers $\omega$ by the fraction $1/m=10^{-5}$. At the boundary the charge is at rest and its mass is irrelevant.

## A step closer to diamond

The simple chain has one charge per repeat. The Keating analysis showed two kinds of link, each of which carries bonds. Take therefore atoms of mass $M$ joined alternately by direct springs $A$ (strong) and $k$ (weak), with a charge on each link. The strong-link charge is tied to its ions by $g_s$, the weak-link charge by $g_w$, and successive charges are coupled by $h$. Define $A'=A+g_s/2$ and $B'=k+g_w/2$.

*Boundary.* The ions move as $u,u,-u,-u$. Weak-link charges lie between opposed ions and rest. Strong-link charges lie between ions moving together and are dragged along, with amplitude $w$. The potential energy per repeat is

$$g_s(w-u)^2+hw^2+g_wu^2+2ku^2 .$$

Its minimum over $w$, at $w=g_su/(g_s+h)$, turns the first two terms into $g_shu^2/(g_s+h)$. Equating the total to the peak kinetic energy of two ions, $M\omega^2u^2$, gives

$$M\omega_B^2=2B'+\frac{g_sh}{g_s+h}.$$

This is the lower boundary mode when the strong link is stiff enough, as it is below.

*Slope.* Let a uniform shear displace successive repeats by $\Delta$. Every charge sits at a centre of inversion, so successive charges differ by $\Delta/2$, and the two $h$ springs store $h\Delta^2/4$. If the strong link takes a slip $x$, its charge lies halfway and the link stores $\tfrac12Ax^2+g_s(x/2)^2=\tfrac12A'x^2$. The weak link likewise stores $\tfrac12B'(\Delta-x)^2$. Minimizing over $x$ puts the two in series, and with mass $2M$ per repeat

$$\frac{4Mc^2}{d^2}=h+\frac{2A'B'}{A'+B'} .$$

The ratio of the two results is $R^2$. At $h=0$ it equals $1+B'/A'$, the Keating form: charges that do not interact with each other bring no flatness. Subtracting one result from the other shows that, as long as the boundary mode above is the lower one, $R<1$ requires

$$\frac{h^2}{g_s+h}>\frac{2B'^2}{A'+B'} .$$

With $A=0.12$, $k=0$ and $g_s=g_w=0.02$, the right side is 0.0014. Raising $h$ from 0.002 to 0.01 carries the left side from 0.0002 to 0.0033, and $R$ falls from 1.030 to 0.966. At $h=0.04$ it is 0.754, and at $h=0.16$ it is 0.460.

Decoupling is no longer perfect, since $\omega_B$ does depend on $h$. But $M\omega_B^2$ can never exceed $2B'+g_s=0.04$, whereas the elastic stiffness grows without limit. What survives from the simple chain is the contrast between a saturating boundary and a growing slope.

This chain is still not diamond. There each link carries two bonds per atom, and so two charges. The twofold axis allows the charges on the strong bonds $b(1,1,1)$ and $b(-1,-1,1)$ to move along [001] in opposite senses in the same mode, a freedom the chain forbids. Extra freedom of massless charges can only lower the stiffness of a given ion motion, and it need not lower the slope and the boundary in proportion. The values of $R$ and the condition for $R<1$ found here therefore belong to the chain and do not carry over to a three-dimensional bond-charge crystal.

## What the explanation covers

The chain shows one mechanism that gives $R<1$: stiff coupling among the bond charges, weak net coupling of the ions to them and to each other. The value of $R$ alone does not prove that this mechanism is at work in a real crystal, since second-neighbour springs between ions can match it too. Read through the simple chain, $h/(k_0+g/2)=1/R^2-1$ is about 1.3 for silicon and 1.8 for germanium, with the roughness of the values of $R$ used. These are fitted ratios. Why the electrons of a covalent crystal should produce them is a question for an electronic-structure calculation, and the chain, which leaves out the three-dimensional geometry and the long-ranged Coulomb forces, does not give a quantitative dispersion. The values quoted for the examples are collected in the numerical output below.

## Computed values

```
atomic mass 50000 m_e, pair mass 100000 m_e, d = 5.0 bohr
alpha = 0.03, beta = 0.01 Ha/bohr^2
k0 = 0.0, g = 0.02, h = 0.02 Ha/bohr^2
sound velocity, Keating: 2.7386e-03 a.u. = 5991 m/s
sound velocity, bond charges: 2.7386e-03 a.u.
boundary, Keating: 1.2649e-03 a.u. = 8.32 THz
boundary, bond charges: 6.3246e-04 a.u. = 4.16 THz
R Keating (from energy) = 1.155, R bond charges = 0.577
qd/pi | omega Keating, omega bond charge (1e-4 a.u.) | v/u | energy share of h
0.02 | 0.344, 0.344 | 0.998 | 0.665
0.25 | 4.253, 3.687 | 0.715 | 0.440
0.50 | 8.186, 5.477 | 0.354 | 0.167
0.75 | 11.316, 6.151 | 0.141 | 0.036
1.00 | 12.649, 6.325 | 0.000 | 0.000
scan of h (Ha/bohr^2) | c (1e-3 a.u.) | omega_B (1e-4 a.u.) | R
0.00 | 1.581 | 6.325 | 1.000
0.01 | 2.236 | 6.325 | 0.707
0.02 | 2.739 | 6.325 | 0.577
0.04 | 3.536 | 6.325 | 0.447
decay factor lambda = 0.2679
neighbour n | K_n (1e-3 Ha/bohr^2) | share n^2 K_n of elastic stiffness
1 | 9.282 | 0.309
2 | 2.487 | 0.332
3 | 0.666 | 0.200
4 | 0.179 | 0.095
5 | 0.048 | 0.040
second-neighbour fit: K1 = 0.0100, K2 = 0.0050 Ha/bohr^2
its peak frequency / boundary frequency = 1.061 at qd/pi = 0.667
largest relative frequency change, charge mass 2 m_e: 9.7e-06
alternating chain: A = 0.12, k = 0.0, g_s = 0.02, g_w = 0.02 Ha/bohr^2
h | M omega_B^2 | 4 M c^2/d^2 (all Ha/bohr^2) | R
0.000 | 0.0200 | 0.0186 | 1.038
0.002 | 0.0218 | 0.0206 | 1.030
0.010 | 0.0267 | 0.0286 | 0.966
0.040 | 0.0333 | 0.0586 | 0.754
0.160 | 0.0378 | 0.1786 | 0.460
```
